# Resistance of a line-to-via bend and its corner-limited grid convergence: test program

```python
"""Resistance of a right-angle bend from a line (thickness a) into a via (width b).

Result under test, in squares (resistivity / depth), with s = a/b:
  R = L1/a + L2/b + delta(s),
  delta = [2 s atan(1/s) + (2/s) atan(s) + 2 ln((1+s^2)/(4s))] / pi,
and the uniform-grid error of R falls as h^(4/3), because the potential
contains kappa r^(2/3) cos(2 theta/3) at the re-entrant corner.
L1, L2: arm lengths from the inner corner; h = 1/n: grid step; b = 1.
phi: potential; psi: stream function; r, theta: polar coordinates at the corner,
theta measured from the inner via wall. Current is one unit where not stated.
"""
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu
from scipy.optimize import brentq
from scipy.ndimage import map_coordinates


def bend_cells(a, arm_line, arm_via, n):
    """Active square cells and the node indices of the inner corner."""
    ic, jc = round(arm_line * n), round(arm_via * n)
    cells = np.ones((ic + n, jc + round(a * n)))
    cells[:ic, :jc] = 0.0
    return cells, ic, jc


def minimise_energy(cells, fixed, values):
    """Minimise the discrete Dirichlet energy with prescribed nodal values."""
    nx, ny = cells.shape
    gx = np.zeros((nx, ny + 1))
    gy = np.zeros((nx + 1, ny))
    gx[:, :-1] += 0.5 * cells
    gx[:, 1:] += 0.5 * cells
    gy[:-1, :] += 0.5 * cells
    gy[1:, :] += 0.5 * cells
    number = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    p = np.concatenate([number[:-1, :].ravel(), number[:, :-1].ravel()])
    q = np.concatenate([number[1:, :].ravel(), number[:, 1:].ravel()])
    g = np.concatenate([gx.ravel(), gy.ravel()])
    keep = g > 0
    p, q, g = p[keep], q[keep], g[keep]
    size = number.size
    matrix = coo_matrix((np.concatenate([g, g, -g, -g]),
                         (np.concatenate([p, q, p, q]),
                          np.concatenate([p, q, q, p]))),
                        shape=(size, size)).tocsr()
    field = np.where(fixed, values, 0.0).ravel()
    free = np.flatnonzero((matrix.diagonal() > 0) & ~fixed.ravel())
    rhs = -(matrix @ field)[free]
    lu = splu(matrix[free][:, free].tocsc(), permc_spec="MMD_AT_PLUS_A",
              diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
    field[free] = lu.solve(rhs)
    energy = np.sum(g * (field[p] - field[q])**2)
    return field.reshape(nx + 1, ny + 1), energy


def solve_potential(a, n, widths=2.5):
    """Resistance and unit-current potential from electrodes at the arm ends."""
    cells, ic, jc = bend_cells(a, widths * a, widths, n)
    shape = (cells.shape[0] + 1, cells.shape[1] + 1)
    fixed = np.zeros(shape, bool)
    values = np.zeros(shape)
    fixed[0, jc:] = True
    values[0, jc:] = 1.0
    fixed[ic:, 0] = True
    field, conductance = minimise_energy(cells, fixed, values)
    return 1 / conductance, field / conductance, ic, jc


def solve_stream(a, n, widths=2.5):
    """Resistance from the stream function, zero inside and one outside."""
    cells, ic, jc = bend_cells(a, widths * a, widths, n)
    shape = (cells.shape[0] + 1, cells.shape[1] + 1)
    fixed = np.zeros(shape, bool)
    values = np.zeros(shape)
    fixed[:ic + 1, jc] = True
    fixed[ic, :jc + 1] = True
    fixed[:, -1] = True
    fixed[-1, :] = True
    values[:, -1] = 1.0
    values[-1, :] = 1.0
    return minimise_energy(cells, fixed, values)[1]


def delta_formula(s):
    return (2 * s * np.arctan(1 / s) + 2 / s * np.arctan(s)
            + 2 * np.log((1 + s * s) / (4 * s))) / np.pi


def kappa_formula(a):
    return (1.5 * np.pi)**(2 / 3) * (1 / a**2 + 1)**(1 / 3) / np.pi


def via_wall(r, s):
    """Map parameter u and potential drop from corner to distance r."""
    def distance(u):
        return (2 * np.arctanh(u) - 2 * s * np.arctan(u / s)) / np.pi
    u = brentq(lambda x: distance(x) - r, 1e-6, 1 - 1e-12, xtol=1e-14)
    t = (s * s + u * u) / (1 - u * u)
    return u, np.log(t / s**2) / np.pi


def smooth_control(n):
    """Same corner, but smooth harmonic data exp(x) cos(y) on all walls."""
    cells, ic, jc = bend_cells(1, 1, 1, n)
    x = (np.arange(2 * n + 1) - ic)[:, None] / n
    y = (np.arange(2 * n + 1) - jc)[None, :] / n
    exact = np.exp(x) * np.cos(y)
    fixed = np.zeros(exact.shape, bool)
    fixed[[0, -1], :] = True
    fixed[:, [0, -1]] = True
    fixed[:ic + 1, :jc + 1] = True
    field, energy = minimise_energy(cells, fixed, exact)
    # integral of exp(2x): height 1 for x<0 and height 2 for x>0
    exact_energy = (1 - np.exp(-2)) / 2 + (np.exp(2) - 1)
    active = np.ones(exact.shape, bool)
    active[:ic, :jc] = False
    # inactive nodes carry fixed values but no edge conductance
    return np.max(np.abs(field - exact)[active]), abs(energy - exact_energy)


a = 2.0
widths = 2.5
grids = [8, 16, 32, 64]
delta = delta_formula(a)
kappa = kappa_formula(a)
R_exact = 2 * widths + delta
lower, upper, link_density, link_ratio = [], [], [], []
for n in grids:
    R_phi, phi, ic, jc = solve_potential(a, n)
    lower.append(R_phi)
    upper.append(solve_stream(a, n))
    drop = phi[ic, jc] - phi[ic, jc - 1]
    link_density.append(drop * n)
    link_ratio.append(drop / via_wall(1 / n, a)[1])
lower, upper = np.array(lower), np.array(upper)
error_phi, error_psi = R_exact - lower, upper - R_exact

# bracket and reduced order
assert np.all(error_phi > 0) and np.all(error_psi > 0)
order_phi = np.log2(error_phi[:-1] / error_phi[1:])
order_psi = np.log2(error_psi[:-1] / error_psi[1:])
assert abs(order_phi[-1] - 4 / 3) < 0.08
assert abs(order_psi[-1] - 4 / 3) < 0.08

# longer arms must add only their own squares
short, long = solve_potential(a, 16)[0], solve_potential(a, 16, 3.5)[0]
truncation = long - short - 2
assert abs(truncation) < 1e-6

# corner amplitude by angular projection of the finest discrete potential
radius, count = 0.5, 4000
theta = (np.arange(count) + 0.5) * 1.5 * np.pi / count
n = grids[-1]
points = [ic + n * radius * np.sin(theta), jc - n * radius * np.cos(theta)]
on_arc = map_coordinates(phi, points, order=1)
kappa_grid = -2 * np.mean(on_arc * np.cos(2 * theta / 3)) / radius**(2 / 3)
assert abs(kappa_grid / kappa - 1) < 0.01

# wall density away from the corner, and its failure at the corner
m = n // 2
density_grid = (phi[ic, jc - m + 1] - phi[ic, jc - m - 1]) * n / 2
density_map = 1 / via_wall(0.5, a)[0]
assert abs(density_grid / density_map - 1) < 0.01
growth = np.log2(link_density[-1] / link_density[-2])
assert abs(growth - 1 / 3) < 0.03
assert abs(link_ratio[-1] - link_ratio[-2]) < 0.01
assert abs(link_ratio[-1] - 1) > 0.03

# lattice constants after removal of the next, second-order, error term
constants = []
for ratio in (1.0, 2.0, 3.0):
    steps = np.array([1 / 24, 1 / 48])
    exact = 2 * widths + delta_formula(ratio)
    e_phi = [exact - solve_potential(ratio, k)[0] for k in (24, 48)]
    e_psi = [solve_stream(ratio, k) - exact for k in (24, 48)]
    basis = np.column_stack([steps**(4 / 3), steps**2])
    fit = np.linalg.solve(basis, np.column_stack([e_phi, e_psi]))
    constants.append(fit[0] / kappa_formula(ratio)**2)
constants = np.array(constants)
assert np.all(np.ptp(constants, axis=0) < 0.03 * constants.mean(axis=0))

# extrapolation with the true and with the usual exponent
difference = lower[-1] - lower[-2]
R_good = lower[-1] + difference / (2**(4 / 3) - 1)
R_usual = lower[-1] + difference / 3
assert abs(R_good - R_exact) < 0.25 * error_phi[-1]
assert abs(R_good - R_exact) < abs(R_usual - R_exact)

# smooth data at the same corner recover second order
control = np.array([smooth_control(k) for k in (16, 32, 64)])
control_order = np.log2(control[1] / control[2])
assert np.all(np.abs(control_order - 2) < 0.1)

# worked example with round model parameters
b_nm, depth_nm, rho_nohm_m = 20.0, 20.0, 100.0
square_ohm = rho_nohm_m / depth_nm
u_near = via_wall(1 / b_nm, a)[0]
print(f"line thickness a = {a*b_nm:.0f} nm, via width b = {b_nm:.0f} nm")
print(f"depth = {depth_nm:.0f} nm, resistivity = {rho_nohm_m:.0f} nOhm m")
print(f"arm lengths L1, L2 = {widths*a*b_nm:.0f}, {widths*b_nm:.0f} nm")
print(f"one square = {square_ohm:.3f} Ohm")
print(f"delta(s=1) = {delta_formula(1.0):.6f} squares")
print(f"delta(s=2) = {delta:.6f} squares = {delta*square_ohm:.4f} Ohm")
print(f"delta(s=3) = {delta_formula(3.0):.6f} squares")
print(f"total R from map = {R_exact:.6f} squares = {R_exact*square_ohm:.4f} Ohm")
print("n = cells per via width; R in squares")
for k, n in enumerate(grids):
    print(f"n={n:2d}: R_phi={lower[k]:.6f}, R_psi={upper[k]:.6f}")
    print(f"  errors: phi {error_phi[k]:.3e}, psi {error_psi[k]:.3e} squares")
    print(f"  first-link J/J_mean={link_density[k]:.4f}, "
          f"drop/exact={link_ratio[k]:.4f}")
for k in range(3):
    print(f"order n={grids[k]} to {grids[k+1]}: "
          f"phi {order_phi[k]:.4f}, psi {order_psi[k]:.4f}")
print(f"growth exponent of first-link density, n=32 to 64: {growth:.4f}")
print(f"arm truncation change at n=16 = {truncation:.2e} squares")
print(f"kappa map, grid = {kappa:.5f}, {kappa_grid:.5f} (b=1 units)")
print(f"J/J_mean at r=b/2: map {density_map:.5f}, grid {density_grid:.5f}")
print(f"J/J_mean at r=1 nm: map {1/u_near:.4f}, "
      f"leading term {2/3*kappa*(1/b_nm)**(-1/3):.4f}")
for ratio, pair in zip((1, 2, 3), constants):
    print(f"s={ratio}: lattice constants phi {pair[0]:.5f}, psi {pair[1]:.5f}")
print(f"extrapolated with 4/3: {R_good:.6f} squares, "
      f"error {R_good-R_exact:.2e}")
print(f"extrapolated with 2: {R_usual:.6f} squares, "
      f"error {R_usual-R_exact:.2e}")
print(f"smooth control orders: max error {control_order[0]:.4f}, "
      f"energy {control_order[1]:.4f}")
print("OK")
```

Output:

```
line thickness a = 40 nm, via width b = 20 nm
depth = 20 nm, resistivity = 100 nOhm m
arm lengths L1, L2 = 100, 50 nm
one square = 5.000 Ohm
delta(s=1) = 0.558729 squares
delta(s=2) = 0.643537 squares = 3.2177 Ohm
delta(s=3) = 0.763485 squares
total R from map = 5.643537 squares = 28.2177 Ohm
n = cells per via width; R in squares
n= 8: R_phi=5.628628, R_psi=5.659338
  errors: phi 1.491e-02, psi 1.580e-02 squares
  first-link J/J_mean=1.8351, drop/exact=0.9056
n=16: R_phi=5.637548, R_psi=5.649739
  errors: phi 5.990e-03, psi 6.202e-03 squares
  first-link J/J_mean=2.2664, drop/exact=0.9052
n=32: R_phi=5.641143, R_psi=5.645982
  errors: phi 2.394e-03, psi 2.445e-03 squares
  first-link J/J_mean=2.8203, drop/exact=0.9046
n=64: R_phi=5.642583, R_psi=5.644504
  errors: phi 9.540e-04, psi 9.665e-04 squares
  first-link J/J_mean=3.5260, drop/exact=0.9040
order n=8 to 16: phi 1.3156, psi 1.3492
order n=16 to 32: phi 1.3231, psi 1.3428
order n=32 to 64: phi 1.3273, psi 1.3391
growth exponent of first-link density, n=32 to 64: 0.3222
arm truncation change at n=16 = 2.67e-08 squares
kappa map, grid = 0.96379, 0.96277 (b=1 units)
J/J_mean at r=b/2: map 1.07571, grid 1.07624
J/J_mean at r=1 nm: map 1.8391, leading term 1.7441
s=1: lattice constants phi 0.26483, psi 0.26446
s=2: lattice constants phi 0.26484, psi 0.26454
s=3: lattice constants phi 0.26487, psi 0.26456
extrapolated with 4/3: 5.643531 squares, error -6.62e-06
extrapolated with 2: 5.643063 squares, error -4.74e-04
smooth control orders: max error 1.9982, energy 2.0002
OK
```
